# Molecule-projected eigenvalues are not resonance positions

## The argument under review

The manuscript takes the converged Hamiltonian and overlap matrices of a molecular junction, cuts out the block belonging to the molecule, and solves

$$H_{MM}c=\varepsilon S_{MM}c. \qquad (1)$$

It finds a level at $-3.27$ eV and places a transmission resonance there. Two reasons are offered. The converged matrix already contains the influence of the electrodes, so its molecular block describes the molecule as it is in the junction. What remains of the electrodes is an escape rate, which broadens the level without moving it.

The first reason assumes that the eigenvalue belongs to the junction rather than to the chosen basis. The second assumes that the electrode self-energy has no relevant real part. Both can be examined in a model small enough to solve by hand.

## A model with overlap

Let one molecular orbital $\phi$, of energy $\varepsilon_0$, sit between two identical semi-infinite chains. The chain orbitals $\chi_{\alpha j}$, with $\alpha=L,R$ and $j=1,2,\ldots$ counted outward from the molecule, are orthonormal among themselves, have on-site energy zero and are linked by a hopping $t<0$. The orbital $\phi$ meets the first atom of each chain with Hamiltonian element $h$ and overlap $s$, where $2s^2<1$. The two chains have no direct matrix element. Electrons are independent, the bias is zero, and all matrices are real and fixed.

Write the state as $c\,\phi+\sum_{\alpha j}a_{\alpha j}\chi_{\alpha j}$. Projecting $(H-E)\psi=0$ on the basis functions gives

$$(E-\varepsilon_0)c=v\,(a_{L1}+a_{R1}),\qquad Ea_{\alpha1}-ta_{\alpha2}=v\,c,\qquad v=h-Es, \qquad (2)$$

and $Ea_{\alpha j}=t(a_{\alpha,j-1}+a_{\alpha,j+1})$ for $j\ge2$. The effective coupling is $v$, not $h$. If the energy zero is moved so that every energy rises by $C$, then $H\to H+CS$, $h\to h+Cs$ and $E\to E+C$. The value of $h$ changes, while $v$ does not.

Inside the band put $E=2t\cos k$ with $0<k<\pi$. Since $dE/dk=-2t\sin k>0$, the wave $e^{ikj}$ travels outward. For a wave arriving from the left,

$$a_{Lj}=e^{-ikj}+re^{ikj},\qquad a_{Rj}=\tau e^{ikj}.$$

These forms, continued to $j=0$, obey $Ea_{\alpha1}=t(a_{\alpha0}+a_{\alpha2})$. Comparison with the second equation in (2) gives $ta_{\alpha0}=vc$, that is,

$$1+r=\frac{vc}{t},\qquad \tau=\frac{vc}{t}.$$

Now insert $a_{L1}+a_{R1}=e^{-ik}+(r+\tau)e^{ik}$, with $r+\tau=2vc/t-1$, into the first equation:

$$(E-\varepsilon_0)c=v\left(e^{-ik}-e^{ik}+\frac{2vc}{t}e^{ik}\right).$$

Collecting the terms in $c$ gives

$$(E-\varepsilon_0-\Sigma)\,c=-2iv\sin k,\qquad \Sigma=2v^2g,\qquad g=\frac{e^{ik}}{t}=\frac{E-i\sqrt{4t^2-E^2}}{2t^2}. \qquad (3)$$

The last form uses $\sqrt{4t^2-E^2}=-2t\sin k$. The molecular Green function is $G=(E-\varepsilon_0-\Sigma)^{-1}$, and

$$\mathrm{Re}\,\Sigma=\frac{v^2E}{t^2},\qquad \Gamma=-2v^2\,\mathrm{Im}\,g=\frac{v^2\sqrt{4t^2-E^2}}{t^2}. \qquad (4)$$

Here $\Gamma$ is the broadening from one lead, so $\mathrm{Im}\,\Sigma=-\Gamma$. Both leads have the same velocity, hence $T=|\tau|^2$. From $c=-2iv\sin k\,G$ follows $|\tau|^2=4v^4\sin^2k\,|G|^2/t^2=\Gamma^2|G|^2$, or

$$T(E)=\frac{\Gamma^2}{(E-\varepsilon_0-\mathrm{Re}\,\Sigma)^2+\Gamma^2}. \qquad (5)$$

Where $\Gamma\ne0$, transmission is perfect at

$$E^*=\varepsilon_0+\mathrm{Re}\,\Sigma(E^*). \qquad (6)$$

Equation (1), applied to this basis, returns $\varepsilon_0$. The real shift is absent from it.

## The size of the omitted shift

Take $t=-0.10$, $\varepsilon_0=-0.12$ and $h=-0.03$ hartree, with $s=0.10$. These are round model parameters, and $\varepsilon_0$ is given the value $-3.27$ eV of the manuscript's argument. In the model this is the distance of the level from the centre of the lead band, which is an assumption. For a band centred at $\varepsilon_c$ the shift is $v^2(E-\varepsilon_c)/t^2$, so it vanishes at the band centre and changes sign above it. The numbers below illustrate the effect and do not estimate it for the manuscript's junction. With $E$ in hartree, $v/t=0.3+E$, so (6) becomes

$$E\left[1-(0.3+E)^2\right]=-0.12.$$

In the band, $|E|\le0.2$, the bracket is positive, so a root must be negative. For $-0.2\le E\le0$ the left side has derivative $1-(0.3+E)^2-2E(0.3+E)>0$. There is thus one root in the band, $E^*=-0.12384$ hartree, or $-3.37$ eV. As a check, $v=-0.03+0.012384=-0.017616$ hartree and

$$\mathrm{Re}\,\Sigma(E^*)=\frac{(0.017616)^2(-0.12384)}{(0.10)^2}=-0.00384\ \text{hartree}.$$

The shift is $-0.10$ eV. It should be compared with the linewidth: $\Gamma(E^*)=0.00487$ hartree, so the peak lies about 0.8 of a half-width from the eigenvalue.

The transmission at the eigenvalue itself has a simple form. At $E=\varepsilon_0$ the detuning in (5) is $-\mathrm{Re}\,\Sigma(\varepsilon_0)$, and the factors $v^2/t^2$ cancel:

$$T(\varepsilon_0)=\frac{4t^2-\varepsilon_0^2}{(4t^2-\varepsilon_0^2)+\varepsilon_0^2}=1-\frac{\varepsilon_0^2}{4t^2}=0.64. \qquad (7)$$

For nonzero $v(\varepsilon_0)$ this does not depend on the coupling strength. Making the contact weaker does not bring the transmission at $\varepsilon_0$ closer to one.

## The eigenvalue depends on the partition

The same function space can be divided differently. Keep the lead functions and replace $\phi$ by

$$\phi_x=\phi-x(\chi_{L1}+\chi_{R1}).$$

In its energy expectation value, the cross terms give $-2x(h+h)=-4xh$, and the $x^2$ term vanishes because the on-site energies and the direct left-right element are zero. In its norm, the cross terms give $-4xs$ and the last term gives $2x^2$. The projected eigenvalue is therefore

$$\varepsilon(x)=\frac{\varepsilon_0-4xh}{1-4xs+2x^2}. \qquad (8)$$

The choice $x=s$ makes the molecular orbital orthogonal to the leads. With $N=1-2s^2=0.98$,

$$\varepsilon'=\frac{\varepsilon_0-4sh}{N}=\frac{-0.12+0.012}{0.98}=-0.1102\ \text{hartree}=-3.00\ \text{eV}. \qquad (9)$$

Symmetric (Löwdin) orthogonalization gives another value. The orbital $\phi$ overlaps with $\chi_+=(\chi_{L1}+\chi_{R1})/\sqrt2$ by $\sigma=\sqrt2\,s$; the odd combination is orthogonal to $\phi$ and is left alone. The $2\times2$ overlap matrix has eigenvalues $1\pm\sigma$, so $S^{-1/2}$ has diagonal element $a$ and off-diagonal element $b$,

$$a,b=\tfrac12\left[(1+\sigma)^{-1/2}\pm(1-\sigma)^{-1/2}\right].$$

The new orbital is $a\phi+b\chi_+$. Since $\langle\phi|H|\chi_+\rangle=\sqrt2h$ and $\chi_+$ has energy zero, its energy is $a^2\varepsilon_0+2ab\sqrt2h$. With $1-\sigma^2=N$, squaring and multiplying out gives $a^2=(1+\sqrt N)/(2N)$ and $2ab=-\sigma/N$. Hence

$$\varepsilon_{\text{Löw}}=\frac{\tfrac12(1+\sqrt N)\varepsilon_0-2sh}{N}=-0.1157\ \text{hartree}=-3.15\ \text{eV}. \qquad (10)$$

Three reasonable procedures give $-3.27$, $-3.15$ and $-3.00$ eV for a junction whose transmission peaks at $-3.37$ eV. At these three energies $T$ is 0.64, 0.31 and 0.16. In this example both orthogonalizations move the eigenvalue away from the peak.

Agreement would not rescue the reading either. Setting $x=-0.07356$ in (8) gives $-0.12883/1.04025=-0.12384$ hartree, which is $E^*$. That value of $x$ was found by demanding the agreement, and the eigenvalue problem offers no reason to prefer it.

## Why the resonance survives the change of basis

For a molecule with several orbitals, the lead rows of $(zS-H)c=0$ give $c_L=-(zS_{LL}-H_{LL})^{-1}(zS_{LM}-H_{LM})c_M$. Substitution in the molecular rows yields

$$G_{MM}^{-1}=zS_{MM}-H_{MM}-\Sigma,\quad \Sigma=(zS_{ML}-H_{ML})(zS_{LL}-H_{LL})^{-1}(zS_{LM}-H_{LM}). \qquad (11)$$

Let the new molecular functions be $\phi A+\chi B$, with $A$ invertible, and let the lead functions stay as they are. The transformation and its inverse are

$$W=\begin{pmatrix}A&0\\B&1\end{pmatrix},\qquad W^{-1}=\begin{pmatrix}A^{-1}&0\\-BA^{-1}&1\end{pmatrix}.$$

The matrix $zS-H$ becomes $W^T(zS-H)W$, and its inverse becomes $W^{-1}(zS-H)^{-1}W^{-T}$. The upper right block of $W^{-1}$ is zero, so the molecular block is

$$G'_{MM}=A^{-1}G_{MM}A^{-T}. \qquad (12)$$

A constant invertible factor cannot move a pole. The projected Hamiltonian, in contrast, becomes

$$H'_{MM}=A^TH_{MM}A+A^TH_{ML}B+B^TH_{LM}A+B^TH_{LL}B,$$

and $S'_{MM}$ has the same form. If $B=0$, both matrices in (1) undergo the same congruence and the eigenvalues are unchanged. Rotating or orthogonalizing orbitals within the molecule is therefore harmless. If $B\ne0$, the eigenvalues in general move.

In the one-orbital model with $x=s$, the normalized orbital has $A=1/\sqrt N$, so $G'=NG$ and

$$E-\varepsilon'-\Sigma'=\frac{E-\varepsilon_0-\Sigma}{N}. \qquad (13)$$

Both real parts vanish at the same $E^*$. The level has risen to $-0.1102$ hartree, and its self-energy shift has become $-0.12384+0.11020=-0.0136$ hartree in place of $-0.0038$. Level and shift are separately matters of convention; their sum at resonance is not, within this family of partitions.

Löwdin orthogonalization also alters the lead functions near the contact, so (12) does not cover it. The transmission is still unchanged: the wave function is the same, and the functions far out in the leads, where the currents are compared, are untouched. But the transformed end orbitals acquire a direct left-right Hamiltonian element, here 0.0028 hartree. The derivation of (5) excluded such a path, and the one-orbital formula may not be used with Löwdin quantities. The real part of $1/G$ for the Löwdin orbital vanishes at $-0.12397$ hartree, slightly away from $E^*$. With the contact region kept whole, the transmission agrees in all the partitions tested.

The complex pole is also common to them. Continuing $g$ through the band into the lower half-plane and solving $z=\varepsilon_0+\Sigma(z)$ gives $z=-0.12422-0.00478i$ hartree. Its real part is 0.0004 hartree below $E^*$. If $\Sigma$ were constant, the pole would be $E^*-i\Gamma$; the difference comes from the energy dependence of $\Sigma$. A statement about a resonance position should therefore say whether the peak or the pole is meant.

## What the lead-orthogonal eigenvalue does measure

The value $\varepsilon'$ has a meaning, though a different one. The chain end obeys $g=1/(z-t^2g)$, because removing one atom leaves the same chain. Hence $g=1/z+O(z^{-3})$ at large $|z|$ in the upper half-plane, and

$$\Sigma=2(h^2-2hsz+s^2z^2)\,g=2s^2z-4hs+O(1/z).$$

Therefore $G^{-1}=Nz-(\varepsilon_0-4hs)+O(1/z)=N(z-\varepsilon')+O(1/z)$, and

$$G=\frac1N\left(\frac1z+\frac{\varepsilon'}{z^2}+\cdots\right). \qquad (14)$$

With the spectral function $\mathcal A=-\mathrm{Im}\,G/\pi$ and no bound states outside the band, $G=\int\mathcal A(E)\,dE/(z-E)$. Expanding this in $1/z$ and comparing with (14) gives $\int\mathcal A\,dE=1/N$ and $\int E\mathcal A\,dE=\varepsilon'/N$. The ratio is $\varepsilon'$: the lead-orthogonal eigenvalue is the centroid of the spectral function. Integration over the band gives a weight of 1.0204 and a centroid of $-0.1102$ hartree, so no weight is missing here. A centroid is influenced by the tails and need not coincide with the peak. The property is not special to this partition. $N\mathcal A$ is the density of states projected on the normalized lead-orthogonal orbital, and the energy expectation value of any normalized orbital is the centroid of the density of states projected on it. In the same way $\varepsilon_0$ and $\varepsilon_{\text{Löw}}$ are the centroids for $\phi$ and for the Löwdin orbital.

The same expansion answers the claim that leads merely broaden. By (13), $\Sigma'$ vanishes at infinity. It is analytic in the upper half-plane, so its real part follows from its broadening $\Gamma'=\Gamma/N$:

$$\mathrm{Re}\,\Sigma'(E)=\frac1\pi\,\mathrm P\!\int\frac{\Gamma'(E')}{E-E'}\,dE'. \qquad (15)$$

For $E$ above the band the integrand is nowhere negative, so the integral is positive. For a band of finite width the real part therefore cannot be zero at all energies while the broadening is kept. Inside the band, where transmission takes place, its size depends on the shape of the broadening, and it can even vanish throughout: a lead formed by an infinite chain contacted at an interior site has $g=-i/\sqrt{4t^2-E^2}$, and then $2v^2g$ has no real part in the band. The absence of a shift thus has to be shown for the electrode at hand. Whether it is small compared with the broadening depends on the partition. In the original one, (4) gives $\mathrm{Re}\,\Sigma/\Gamma=E/\sqrt{4t^2-E^2}$, which is small for $|E|\ll2|t|$. In the lead-orthogonal one, (13) gives $\mathrm{Re}\,\Sigma'(0)=4sh/N$, and the ratio to $\Gamma'(0)$ is $-0.012/0.018=-0.67$ for the present parameters. In the original partition, (15) misses the terms $2s^2E-4hs$, which do not vanish at infinity.

## Does weak coupling save the reading?

Replace $h$ and $s$ by $\lambda h$ and $\lambda s$. Then $v^2$ acquires a factor $\lambda^2$, and so do both quantities in (4). Their ratio at the peak is

$$\frac{E^*-\varepsilon_0}{\Gamma(E^*)}=\frac{E^*}{\sqrt{4t^2-E^{*2}}}\;\longrightarrow\;\frac{\varepsilon_0}{\sqrt{4t^2-\varepsilon_0^2}}=\frac{-0.12}{0.16}=-0.75 \qquad (\lambda\to0). \qquad (16)$$

The lead-orthogonal level behaves in the same way. Subtracting $\varepsilon_0$ from the scaled form of (9) gives

$$\varepsilon'-\varepsilon_0=\frac{\lambda^2(2s^2\varepsilon_0-4sh)}{1-2\lambda^2s^2}.$$

Divided by $\lambda^2\Gamma(\varepsilon_0)$, with $\Gamma(\varepsilon_0)$ taken at $\lambda=1$, this tends to $(-0.0024+0.0120)/0.005184=1.85$. At $\lambda=0.1$ the half-width of the transmission peak is only $5.2\times10^{-5}$ hartree, yet in units of that half-width the peak and the lead-orthogonal level lie at $-0.75$ and $+1.85$ from $\varepsilon_0$.

The manuscript's reading thus has a limited justification. The errors in hartree vanish as $\lambda^2$. If molecular levels are separated by a fixed distance much larger than these errors, projected eigenvalues can indicate which orbital belongs to which peak. They do not, in general, locate the peak on the scale of its width, and that scale matters for the conductance when the Fermi energy lies on the flank of a resonance. By (7) and (16), the original eigenvalue of this model does locate it when the level lies near the band centre, $|\varepsilon_0|\ll2|t|$, and the coupling is weak, $v^2\ll t^2$; the values 0.64 and $-0.75$ belong to a level at $|\varepsilon_0|/2|t|=0.6$.

Two special cases separate the two errors. For $s=0$, the original, lead-orthogonal and Löwdin eigenvalues coincide, but the shift $h^2E/t^2$ remains. For $\varepsilon_0=0$ and $h\ne0$, the real part in (4) vanishes at $E=0$, and $\varepsilon_0$ coincides with a point of perfect transmission. The lead-orthogonal eigenvalue is then $-4sh/N$, which is still displaced if $s\ne0$.

## Does a larger molecule save it?

One might reply that the projected region should include some electrode atoms. With $K$ atoms on each side, eliminating the finite chains gives

$$E-\varepsilon_0=2v^2g_K(E),\qquad g_1=\frac1E,\qquad g_{K+1}=\frac1{E-t^2g_K}. \qquad (17)$$

The function $g_K$ is real and has poles at the levels of the finite chain, so there is still no width. Following the state with the largest Mulliken weight on $\phi$, one finds, for $K=0$ to $4$,

$$-0.1200,\quad -0.1249,\quad -0.1306,\quad -0.1167,\quad -0.1230\ \text{hartree}.$$

The values for $K=1$ and $K=4$ are nearer to $E^*$ than the original eigenvalue; those for $K=2$ and $K=3$ are farther away. The signs follow from (17). For $K=2$, $g_2=E/(E^2-t^2)$ has a pole at $-0.10$ hartree, above the level, and is negative there: the level is pushed down. For $K=3$, the lowest chain level is $\sqrt2\,t=-0.141$ hartree, and

$$g_3=\frac{E^2-t^2}{E(E^2-2t^2)}$$

is positive at $E=-0.1167$ hartree: the level is pushed up. These displacements reflect where the chain was cut. For long chains the selected level does settle near the peak, at the maximum of the Mulliken-projected density of states on $\phi$. This requires the spacing of the chain levels, about $\pi\sqrt{4t^2-E^2}/(K+1)\approx0.49/(K+1)$ hartree, to be small compared with $\Gamma$, which here takes hundreds of atoms on each side. A few electrode atoms do not replace the complex $g$ of (3).

## Requested changes

The claim that the resonance lies at the projected eigenvalue should be withdrawn. The position should be taken from the computed $T(E)$ or from the complex pole, with the choice stated. Projected eigenvalues may be kept as labels, provided the partition and the orthogonalization are specified and the levels are well separated on the scale of the self-energy and of the changes between partitions.

The algebra in (11) and (12) applies to the fixed matrices of a mean-field junction calculation. It does not say whether that mean field places the level correctly, which is a separate question. The values quoted for the model can be checked against the numerical output below.

## Computed values

```
Chain hopping t = -0.100 hartree
Raw orbital energy e0 = -0.120 hartree
Molecule-lead element h = -0.030 hartree
Molecule-lead overlap s = 0.100 (dimensionless)
Band edges = -0.200, 0.200 hartree
Norm factor N = 0.9800 (dimensionless)
raw eigenvalue = -0.120000 hartree = -3.2654 eV
  peak minus eigenvalue = -0.003843 hartree = -0.1046 eV
  T at eigenvalue = 0.6400 (dimensionless)
lead-orthogonal eigenvalue = -0.110204 hartree = -2.9988 eV
  peak minus eigenvalue = -0.013639 hartree = -0.3711 eV
  T at eigenvalue = 0.1602 (dimensionless)
Lowdin eigenvalue = -0.115711 hartree = -3.1487 eV
  peak minus eigenvalue = -0.008132 hartree = -0.2213 eV
  T at eigenvalue = 0.3124 (dimensionless)
Transmission peak E* = -0.123843 hartree = -3.3699 eV
T at E* = 1.000000 (dimensionless)
Effective coupling h-E*s = -0.017616 hartree
Raw Re Sigma at E* = -0.003843 hartree
Lead-orthogonal Re Sigma at E* = -0.013639 hartree
Raw broadening per lead at E* = 0.004873 hartree
Pole real part = -0.124223 hartree
Pole imaginary part = -0.004776 hartree
Spectral weight = 1.020408 (dimensionless)
Spectral centroid = -0.110204 hartree
Mixing x that puts eigenvalue at E* = -0.07356 (dimensionless)
Largest T difference among partitions and formula = 4.9e-15
Lowdin direct left-right element = 0.002754 hartree
Lowdin zero of Re(1/G) = -0.123974 hartree
Coupling scale 1.0: half width = 0.00485065 hartree
  (peak-e0)/half width = -0.7923 (dimensionless)
  (lead-orthogonal level-e0)/half width = 2.0195
Coupling scale 0.1: half width = 0.00005180 hartree
  (peak-e0)/half width = -0.7505 (dimensionless)
  (lead-orthogonal level-e0)/half width = 1.8536
Weak-coupling limit of peak ratio = -0.7500 (dimensionless)
Weak-coupling limit of level ratio = 1.8519 (dimensionless)
Cluster K=0: level = -0.120000 hartree, phi weight = 1.0000
Cluster K=1: level = -0.124909 hartree, phi weight = 0.9385
Cluster K=2: level = -0.130616 hartree, phi weight = 0.7396
Cluster K=3: level = -0.116727 hartree, phi weight = 0.7753
Cluster K=4: level = -0.123003 hartree, phi weight = 0.8769
```
